# Why proton-induced X-ray spectra keep a secondary-electron continuum

Anyone who simulates the X-ray spectrum of a thin metal film under a proton beam must decide which particles to follow. The cheap choice is to follow the protons alone and count only the bremsstrahlung they emit themselves. For a 2 µm aluminium film, 1 µC of 3 MeV protons and a window 100 eV wide at 4 keV, that choice predicts about 100 continuum photons, emitted in all directions. Following the electrons that the protons set in motion gives about 2 million. The background under a weak fluorescence line, and with it the predicted detection limit, depends on this decision.

Both numbers come from one model. The proton's own radiation is weak because the proton is heavy. The momentum it gives to electrons is not weakened in the same way, and those electrons are light.

## The same force, two accelerations

Take a bare aluminium nucleus, $Z=13$, and put a projectile of charge $\pm e$ at a distance of 0.01 nm. The Coulomb force is $3.00\times10^{-5}$ N for a proton and for an electron alike, apart from its direction. Dividing by the mass gives $3.29\times10^{25}$ m/s² for the electron and $1.79\times10^{22}$ m/s² for the proton. The ratio is $M/m=1836$, where $m$ and $M$ are the electron and proton masses.

A slowly moving charge with acceleration $a$ radiates the Larmor power

$$P=\frac{e^2a^2}{6\pi\varepsilon_0c^3}.$$

The square turns 1836 into a suppression of $(m/M)^2=2.97\times10^{-7}$. To get a spectrum, define $\tilde a(\omega)=\int a(t)e^{i\omega t}dt$. Parseval's theorem says $\int a^2dt=(1/\pi)\int_0^\infty|\tilde a|^2d\omega$. With $e^2=4\pi\varepsilon_0\alpha\hbar c$, where $\alpha$ is the fine-structure constant, the radiated energy $W$ obeys

$$\frac{dW}{d\omega}=\frac{e^2|\tilde a|^2}{6\pi^2\varepsilon_0c^3}=\frac{2\alpha\hbar}{3\pi c^2}|\tilde a|^2 .$$

A photon carries $k=\hbar\omega$, so $dW=k\,dN$ and $d\omega=dk/\hbar$. If the collision is short compared with $1/\omega$, then $\tilde a$ is simply the velocity change $\Delta v$, and

$$\frac{dN}{dk}=\frac{2\alpha}{3\pi k}\left(\frac{\Delta v}{c}\right)^2. \qquad (1)$$

An X-ray photon may take a large part of an electron's energy, so the classical argument needs a quantum counterpart. Use first-order perturbation theory in the nuclear potential $V$ and in the radiation field, and neglect the photon's momentum. The coupling to a photon with polarization $\boldsymbol\epsilon$ is proportional to $\boldsymbol\epsilon\cdot\mathbf p/m$. If the projectile emits before it scatters, its momentum is still $\mathbf p$, and the intermediate state lies $k$ above the initial energy, so the energy denominator is $-k$. If it scatters first, its momentum is $\mathbf p'$, and the denominator is $+k$. The two amplitudes add to

$$V(q)\,\frac{\boldsymbol\epsilon\cdot(\mathbf p'-\mathbf p)}{mk}=V(q)\,\frac{\boldsymbol\epsilon\cdot\mathbf q}{mk},\qquad \mathbf q=\mathbf p'-\mathbf p .$$

This has the form of the soft-photon amplitude for every $k$ up to the projectile's energy. Equation (1) therefore holds with $\Delta v=q/m$, at this order. The acceleration argument survives as a statement about momentum transfer.

## How often a given momentum is transferred

The Coulomb cross section at this order, with the flux and phase-space factor $p'/p$ for an inelastic collision, is

$$d\sigma_C=\frac{p'}{p}\,\frac{(2mZ\alpha\hbar c)^2}{q^4}\,d\Omega .$$

From $q^2=p^2+p'^2-2pp'\cos\theta$ follows $q\,dq=pp'\sin\theta\,d\theta$, hence $d\Omega=2\pi q\,dq/(pp')$. The factor $p'$ cancels, and with $p=mv$ so does the mass:

$$d\sigma_C=\frac{8\pi(Z\alpha\hbar c)^2}{v^2}\,\frac{dq}{q^3}. \qquad (2)$$

At equal speed, a proton and an electron receive a given momentum $q$ equally often. They differ in the velocity change $q/m$ that it causes, and in the range of $q$ open to them.

Multiply (2) by (1) and integrate from $p-p'$ to $p+p'$. The powers of $q$ combine to $dq/q$, and the constants to $8\pi\cdot2\alpha/(3\pi)=16\alpha/3$. With $\beta=v/c$,

$$\frac{d\sigma}{dk}=\frac{16}{3}\,\frac{\alpha Z^2(\alpha\hbar c)^2w^2}{\beta^2k}\,L,\qquad L=\ln\frac{p+p'}{p-p'} . \qquad (3)$$

For an electron $w=1/(mc^2)$. For a proton the nucleus cannot be treated as fixed. What radiates is the dipole moment of the pair. A force $F$ on the proton and $-F$ on the nucleus of mass $M_A$ give it the second derivative $eF(1/M-Z/M_A)$, so

$$w_p=\frac{1}{Mc^2}-\frac{Z}{M_Ac^2}.$$

For aluminium $(w_pMc^2)^2=0.265$: recoil removes about three quarters of the proton's already small emission. The equal-speed factor becomes $2.97\times10^{-7}\times0.265=7.9\times10^{-8}$, apart from $L$. For a projectile of charge $Z_1e$ and mass $M_1$, the bracket is $Z_1/M_1-Z/M_A$. It vanishes when both partners have the same charge-to-mass ratio; dipole radiation then disappears, and the neglected higher multipoles decide what is left.

## The comparison that can be made at 4 keV

An electron as fast as a 3 MeV proton has an energy of 1.63 keV and cannot emit a 4 keV photon. A useful comparison therefore sets the proton beside a 30 keV electron, and the speeds differ: $\beta_p=0.0800$ and $\beta_e=0.343$.

With $E$ the kinetic energy, $p'/p=\sqrt{1-k/E}$. For the electron at $k=4$ keV this gives $L_e=3.33$. For the proton, $E$ is the energy of relative motion, $k\ll E$, and $L_p\approx\ln(4E/k)=7.97$. Equation (3) then gives

$$\frac{\sigma'_p}{\sigma'_e}=7.86\times10^{-8}\left(\frac{0.3427}{0.0800}\right)^2\frac{7.97}{3.33}=3.45\times10^{-6},$$

where the prime means $d/dk$. The slower proton spends longer near the nucleus and has a wider logarithmic range. Together these win back a factor of 44, against a loss of more than ten million.

## The momentum given to electrons

The proton also meets the $Z$ electrons of each atom. Treat them as free and at rest. Equation (2) applies with a target charge of one, since the mass has dropped out and $v$ is the relative speed. The electron recoils with energy $T=q^2/2m$, so $dT=q\,dq/m$ and

$$\frac{dq}{q^3}=\frac{m\,dT}{q^4}=\frac{m\,dT}{4m^2T^2}=\frac{dT}{4mT^2}.$$

The cross section for a recoil of energy $T$ is then

$$\frac{d\sigma}{dT}=\frac{C}{T^2},\qquad C=\frac{2\pi(\alpha\hbar c)^2}{mv^2}. \qquad (4)$$

For the 3 MeV proton $C=3.99\times10^{-3}$ eV nm². The proton mass does not appear in $C$ at given speed. It enters the upper limit of $T$ weakly: the largest momentum transfer is twice the reduced mass times $v$, which with $v^2=2E_p/M$ gives

$$T_{\max}=\frac{4mM}{(m+M)^2}E_p=6.53\ \text{keV}\approx2mv^2.$$

In the proton's frame the electron arrives at speed $v$ and bounces back, so in the laboratory it leaves at nearly $2v$.

This is why the secondary continuum remains. Per atom, electrons receive a given momentum less often than the nucleus deflects the proton, by the ratio $Z/Z^2=1/13$. That is a mild penalty. Afterwards the momentum belongs to a particle 1836 times lighter, and each later deflection of that particle by a nucleus radiates with the electron's $w$.

Could the electron radiate during the kick itself? It can, but the photon must be paid for by the relative motion of proton and electron, whose energy is close to $mv^2/2=1.63$ keV. For free electrons at rest this quasi-free bremsstrahlung stops there. Above that energy the model needs two steps: a hard recoil, then deflection by a nucleus.

## Summing the radiation of the secondaries

A secondary slows down in the film while it radiates. Its energy loss per path length is taken from the nonrelativistic Bethe formula, used here as an input:

$$S(E)=\frac{2\pi(\alpha\hbar c)^2nZ}{E}\Lambda,\qquad \Lambda=\ln\left(\sqrt{\frac{\mathrm e}{2}}\,\frac{E}{I}\right).$$

Here $n$ is the atom density, $\mathrm e$ is Euler's number, and $I$ is the mean excitation energy, set to a rough 166 eV. Putting $\beta^2=2E/mc^2$ into (3) gives the emission of an electron,

$$\sigma'_e=\frac{8}{3}\,\frac{\alpha Z^2(\alpha\hbar c)^2}{mc^2\,E\,k}L .$$

While the electron loses $dE$ it travels $dE/S$ and emits $n\sigma'_e\,dE/S$ photons per unit $k$. The factors $1/E$, $n$ and $(\alpha\hbar c)^2$ cancel. If the secondary stays in the film, its total yield is

$$Y(T,k)=\frac{4\alpha Z}{3\pi mc^2k}\int_k^T\frac{L}{\Lambda}\,dE .$$

Each atom supplies $Z$ electrons with the distribution (4). In the sum $\int_k^{T_{\max}}(ZC/T^2)\,Y\,dT$ the variables satisfy $k<E<T<T_{\max}$. Doing the $T$ integral first gives $C\int_E^{T_{\max}}dT/T^2=C(1/E-1/T_{\max})$, and therefore

$$\sigma'_{\rm sec}=\frac{4\alpha Z^2C}{3\pi mc^2k}\int_k^{T_{\max}}\frac{L}{\Lambda}\left(\frac1E-\frac1{T_{\max}}\right)dE . \qquad (5)$$

This is an effective cross section per atom crossed by a proton. It contains no factor $(m/M)^2$.

At $k=4$ keV the factor before the integral is 10.2 barn/keV. The integral, done by numerical quadrature, is 0.0225. Without $L/\Lambda$ it would be $\ln(6.53/4)-(1-4/6.53)\approx0.10$; the average of $L/\Lambda$ is thus about 0.2. Here $\Lambda$ lies between 3.3 and 3.8, and $L$ stays below 1.5 because these electrons have little energy to spare above 4 keV. The product is 0.23 barn/keV. The other entries below follow in the same way from (3) and (5), in barn/keV per atom.

| $k$ (keV) | 30 keV electron | proton, primary | proton, secondary |
|---|---|---|---|
| 2 | 9.0 | $2.8\times10^{-5}$ | 4.0 |
| 3 | 5.4 | $1.8\times10^{-5}$ | 0.95 |
| 4 | 3.7 | $1.3\times10^{-5}$ | 0.23 |
| 5 | 2.7 | $9.9\times10^{-6}$ | 0.041 |
| 6 | 2.1 | $8.1\times10^{-6}$ | 0.0019 |

At 4 keV the secondary continuum exceeds the proton's primary one by a factor of $1.8\times10^4$, and is 6% of the continuum of a 30 keV electron. At 2 keV it is 45%, or 42% if the electron's own secondaries are added to its column. The statement that proton spectra contain far less bremsstrahlung is thus secure for the primary part. For the total it depends on the photon energy.

The opening numbers follow directly. One microcoulomb is $6.24\times10^{12}$ protons, and the film holds $60.3\times2000=1.21\times10^5$ atoms per nm². With 1 barn/keV equal to $10^{-13}$ nm²/eV, a 100 eV window receives

$$6.24\times10^{12}\times1.21\times10^5\times2.29\times10^{-14}\times100=1.7\times10^6$$

secondary photons, against 96 primary ones. A detector sees the part that enters its solid angle.

## The end of the secondary continuum

From 2 to 6 keV the secondary continuum falls by a factor of about 2000, the electron's by about 4. Equation (5) shows the reason. Close to the end point $L\approx2\sqrt{1-k/E}$, and the bracket is close to $(T_{\max}-E)/T_{\max}^2$. The integral is then proportional to

$$\int_k^{T_{\max}}\sqrt{E-k}\,(T_{\max}-E)\,dE=\frac{4}{15}(T_{\max}-k)^{5/2}.$$

Few recoils are energetic enough, and those few can radiate only over a short stretch of their path.

Since $T_{\max}$ is proportional to the proton energy, the beam can be chosen to move this end point. To bring it down to 4 keV one needs $3\times4/6.53=1.8$ MeV. That rule assumes free electrons at rest, and it lowers one source of background without removing the others; the yield of the wanted line also changes with proton energy.

Real electrons move. One that meets the proton head-on with speed $u$ has relative speed $v+u$ and leaves with about $2v+u$. Screened hydrogenic speeds, $4.4\,\alpha c$ for the L shell and $12.7\,\alpha c$ for the K shell of aluminium, give energies of 9.4 and 16 keV before the binding energy is paid. The sharp end point is therefore smeared into a steep fall that continues beyond it. An impulse-approximation estimate with hydrogenic momentum distributions changes the first-order value at 4 keV by at most about 20%, but raises the one at 6 keV by a factor of about 4 to 6, depending on how binding is treated, so the last table entry holds only for electrons at rest. In the same estimate, lowering the beam to 1.8 MeV leaves at most about a tenth of the secondary continuum at 4 keV.

## What the model leaves out

The largest correction at 4 keV comes from the first-order treatment of the secondaries. A slow electron is drawn in by the nucleus, which raises the emission when the photon takes most of its energy. The Elwert factor estimates this:

$$f=\frac{\beta_i}{\beta_f}\,\frac{1-e^{-2\pi Z\alpha/\beta_i}}{1-e^{-2\pi Z\alpha/\beta_f}},$$

with $\beta_i$ and $\beta_f$ the electron's speeds before and after emission, in units of $c$. Placed inside the integral (5), it multiplies the result at 4 keV by 2.7; for the 30 keV electron it is 1.05. The exact nonrelativistic Coulomb cross section gives 2.7 and 1.03. The secondary continuum then rises from 6% to about 16% of the electron's. Near the end point $f$ grows as $1/\sqrt{1-k/E}$, which cancels the square root in $L$ and changes the power $5/2$ to 2. The secondary column of the table is thus a low estimate in this respect.

A second remainder needs no free secondary. The passing proton shakes the bound electrons, and the atom radiates as a whole. This atomic bremsstrahlung can be estimated for the two K electrons by letting them respond as free charges. In (3) one puts $w=1/(mc^2)$ and replaces $Z^2L$ by $\int F^2dq/q$, starting at $q=k/v$, where $F$ is the hydrogenic K-shell form factor, equal to 2 at $q=0$. The result relative to the uncorrected (5) is 0.3 at 4 keV, 0.7 at 5 keV and 6 at 6 keV; a Hartree–Fock form factor of the whole atom changes only the last value, to 6.5. Near the end point $fL\approx2$, so the Elwert factor raises (5) by about $\frac{15}{8}\sqrt{T_{\max}/(T_{\max}-k)}$. At 6 keV this is a factor of 6 to 7, which brings the last ratio down to about 1 for target electrons at rest. Their orbital motion raises the secondary part further, by a factor of 2 to 3 once the Elwert factor is included, and lowers the ratio to roughly 0.3 to 0.5. Free response is a rough assumption when $k$ is only a few times the K binding energy. Still, the estimate says that secondary-electron bremsstrahlung should not be taken for the only background close to its end point. Atomic bremsstrahlung escapes the mass suppression for the same reason: electrons do the accelerating. Orbital motion also carries the quasi-free bremsstrahlung past 1.63 keV; an impulse estimate puts this tail near 0.1 of the uncorrected (5) at 2 and 4 keV and near 1 at 6 keV.

The primary proton value is itself approximate. Cutting the momentum range at $\hbar/R$, with a rough nuclear radius $R=1.2A^{1/3}$ fm and $A\approx27$, lowers $L_p$ by 12%. Repulsion by the nucleus is not a weak perturbation either, since $Z\alpha/\beta_p\approx1.2$; the exact Coulomb result for a point nucleus lowers $L_p$ from 7.97 to 7.1. Neither point threatens a gap of four orders of magnitude.

## The model beside a real film

Proton beams of a few MeV and electron beams of some tens of keV are used for X-ray analysis, and a 2 µm aluminium layer is a plausible metallisation thickness. Integrating $dE/S$, the fastest secondary travels 0.64 µm before it has slowed to 0.5 keV. At most about a third of the film therefore lies close enough to the exit face for secondaries to leave through it. On a silicon wafer they would go on radiating in the silicon, and the wafer would add a continuum of its own, which is not counted here. By the Bethe formulas the proton loses 46 keV in the film, under 2% of its energy. The electron loses 3.6 keV, or 12%, so its column describes the entry side. Relativity lowers the electron's $\beta^2$ from 0.117 to 0.108, a change of 8%. Static screening of the nucleus lowers its $L$ at 4 keV by 14% for a Thomas–Fermi-type cloud and by 19% for a Hartree–Fock charge density. The latter also lowers the first-order secondary continuum, by 14% at 4 keV and 20% at 2 keV. A hydrogenic K-shell absorption cross section gives an attenuation length of 11 µm at 4 keV, so absorption in 2 µm is modest. At 2 keV binding matters more, because the K electrons of aluminium are held by roughly 1.6 keV; this effect is not estimated here.

For the simulation, the proton's own bremsstrahlung can be dropped in this case at the cost of less than one part in ten thousand of the continuum at 4 keV. The recoil electrons have to be followed, with a cross section better than first order if the background is wanted to within a factor of two. Toward 6 keV the radiation of the bound electrons has to be added.
